# Half an electron of each spin: the exact-exchange error in hydrogen

## Problem

A spin-unpolarised calculation of a hydrogen atom puts half an electron of each spin into the 1s orbital. Smeared occupations do the same to a singly occupied level if its two spin states are kept at equal energy. This exercise asks what Hartree plus exact exchange makes of such a state.

Use hartree atomic units, a fixed point nucleus and no relativity. The orbital is

$$\phi(r)=\frac{e^{-r}}{\sqrt{\pi}},$$

and its shape is held fixed until part (e). Let $f_\uparrow$ and $f_\downarrow$ be the occupations for the two spins. The density matrix of spin $\sigma$ and the total density are

$$\gamma_\sigma(\mathbf r,\mathbf r')=f_\sigma\,\phi(\mathbf r)\phi(\mathbf r'),\qquad n(\mathbf r)=\sum_\sigma\gamma_\sigma(\mathbf r,\mathbf r).$$

The Hartree and exact exchange energies are

$$E_H=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad
E_x=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

(a) What is the exact energy of an atom that is spin up with probability one half and spin down with probability one half?

(b) Express $E_H+E_x$ through $f_\uparrow$, $f_\downarrow$ and the self-repulsion integral $J$ of $\phi^2$.

(c) Evaluate $J$, and show that $f_\uparrow=f_\downarrow=\tfrac12$ leaves a spurious energy of $5/32$ hartree. Which physical fact has the functional missed?

(d) Place both electrons of a widely stretched H$_2$ molecule in the bonding orbital built from fixed 1s functions. Find the energy at large separation $R$ and relate it to part (c).

(e) How much of the error survives when the orbital may relax?

(f) Compare the error with that of PBE and PBE0 at the same fixed density. What does this imply for calculations of localised levels in solids?

## Solution

### (a) The exact energy

The state is a statistical mixture of two pure states, $|\phi\uparrow\rangle$ and $|\phi\downarrow\rangle$, each with weight one half. The energy of a mixture is the weighted average of the energies of its members. Without a magnetic field both members have the hydrogen ground-state energy, so

$$E_{\text{exact}}=\tfrac12\left(-\tfrac12\right)+\tfrac12\left(-\tfrac12\right)=-\tfrac12\ \text{hartree}.$$

Each member contains one electron, which has no other electron to repel it. The interaction energy of the mixture is therefore zero. The kinetic and nuclear-attraction energies are linear in the occupations. With $f_\uparrow+f_\downarrow=1$ they already add up to $-\tfrac12$ hartree, so any nonzero value of $E_H+E_x$ is an error.

### (b) Hartree and exchange for general occupations

Define

$$J=\iint\frac{\phi(\mathbf r)^2\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The density is $n=(f_\uparrow+f_\downarrow)\phi^2$. It enters the Hartree energy twice, which gives

$$E_H=\tfrac12(f_\uparrow+f_\downarrow)^2J.$$

In the exchange energy each spin contributes separately. Since $|\gamma_\sigma|^2=f_\sigma^2\,\phi(\mathbf r)^2\phi(\mathbf r')^2$, the same integral appears:

$$E_x=-\tfrac12\left(f_\uparrow^2+f_\downarrow^2\right)J.$$

Expanding the square in $E_H$ and adding,

$$E_H+E_x=\tfrac12\left(f_\uparrow^2+2f_\uparrow f_\downarrow+f_\downarrow^2-f_\uparrow^2-f_\downarrow^2\right)J=J\,f_\uparrow f_\downarrow .$$

Exchange cancels the repulsion of each spin density with itself. It leaves the repulsion between the up density and the down density.

Two limits help to read the formula. For $(f_\uparrow,f_\downarrow)=(1,0)$ the sum vanishes, as it should for one electron. For $(1,1)$ it equals $J$, the genuine repulsion of two electrons of opposite spin in the same orbital. The trouble lies between these limits. For one electron in total, write $f_\uparrow=f$ and $f_\downarrow=1-f$. The error is then

$$\Delta(f)=J f(1-f),\qquad \frac{d\Delta}{df}=J(1-2f),\qquad \frac{d^2\Delta}{df^2}=-2J<0 .$$

It is largest at $f=\tfrac12$, where it equals $J/4$.

### (c) The integral and the spurious energy

The density $\phi^2$ is spherical, so the angular average of the Coulomb interaction is enough. For radii $r$ and $s$, with $\mu$ the cosine of the angle between the two position vectors,

$$\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r^2+s^2-2rs\mu}}
=\frac{(r+s)-|r-s|}{2rs}=\frac{1}{\max(r,s)} .$$

The last step follows because the numerator is twice the smaller radius.

The radial probability density is $p(r)=4\pi r^2\phi^2=4r^2e^{-2r}$. The potential of this charge at radius $r$ has a part from the charge inside and a part from the charge outside:

$$V(r)=\frac1r\int_0^r4s^2e^{-2s}\,ds+\int_r^\infty4s\,e^{-2s}\,ds .$$

Integration by parts gives

$$\int_0^r4s^2e^{-2s}\,ds=1-e^{-2r}(1+2r+2r^2),\qquad
\int_r^\infty4s\,e^{-2s}\,ds=e^{-2r}(1+2r).$$

Dividing the first by $r$ and adding the second,

$$V(r)=\frac1r-e^{-2r}\left(\frac1r+2+2r\right)+e^{-2r}(1+2r)
=\frac1r-e^{-2r}\left(1+\frac1r\right).$$

At large $r$ this is the potential $1/r$ of a unit charge. At the origin, expanding the exponential shows that the $1/r$ terms cancel and $V(0)=1$.

Now average $V$ over the charge itself, using $\int_0^\infty r^k e^{-cr}dr=k!/c^{k+1}$:

$$\begin{aligned}
J&=\int_0^\infty p(r)V(r)\,dr\\
&=\int_0^\infty4r\,e^{-2r}dr-\int_0^\infty4r^2e^{-4r}dr-\int_0^\infty4r\,e^{-4r}dr\\
&=\frac44-\frac{8}{64}-\frac{4}{16}=\frac58 .
\end{aligned}$$

For half an electron of each spin,

$$E_H=\frac12\cdot1^2\cdot\frac58=\frac5{16},\qquad
E_x=-\frac12\left(\frac14+\frac14\right)\frac58=-\frac5{32},$$

$$\boxed{E_H+E_x=\frac5{16}-\frac5{32}=\frac5{32}\ \text{hartree}=0.15625\ \text{hartree}\approx4.25\ \text{eV}.}$$

The total energy at fixed shape is $-0.50000+0.15625=-0.34375$ hartree, instead of $-0.5$ hartree. Exchange has removed half of the Hartree self-repulsion. For the fully polarised atom it removes all of it.

**What has been missed.** The product $f_\uparrow f_\downarrow$ is the probability of finding both spin orbitals occupied if their occupations are statistically independent. With both equal to one half, independence would mean the following mixture:

- an empty atom with probability $\tfrac14$ and energy 0;
- one electron with probability $\tfrac12$ and energy $-\tfrac12$;
- two electrons with probability $\tfrac14$ and energy $-1+\tfrac58$, at fixed orbital shape.

Its average energy is

$$\tfrac14\cdot0+\tfrac12\left(-\tfrac12\right)+\tfrac14\left(-1+\tfrac58\right)=-\tfrac12+\tfrac5{32},$$

which is the energy just found. In the true mixture the occupations are perfectly anticorrelated: when the up orbital is filled, the down orbital is empty. The density matrices $\gamma_\sigma$ carry the average occupations but not this anticorrelation.

The error therefore comes from inserting average occupations into a quadratic energy expression. If one instead calculated the energies of the two pure states and averaged them, each would have $E_H+E_x=0$, and no error would arise.

### (d) The same error in stretched H$_2$

Half an electron of each spin on an atom may look artificial, but it occurs in a molecule with integer occupations. Let $a$ and $b$ be the 1s orbitals on the two nuclei. At large $R$ their overlap is exponentially small and is dropped, as are all other terms containing a product $a(\mathbf r)b(\mathbf r)$. The bonding orbital is $g=(a+b)/\sqrt2$. With both electrons in it, the spatial wavefunction is

$$g(1)g(2)=\frac{1}{\sqrt2}\left[\Psi_{\text{cov}}+\Psi_{\text{ion}}\right],$$

$$\Psi_{\text{cov}}=\frac{a(1)b(2)+b(1)a(2)}{\sqrt2},\qquad
\Psi_{\text{ion}}=\frac{a(1)a(2)+b(1)b(2)}{\sqrt2}.$$

The Hamiltonian couples these two parts through terms containing $ab$, which have been dropped. The energy is then the average of the covalent and ionic energies.

In the covalent part each atom has one electron. Each electron is attracted by the distant nucleus with energy $-1/R$, while the electrons repel each other with $1/R$, and so do the nuclei:

$$E_{\text{cov}}=2\left(-\frac12\right)-\frac2R+\frac1R+\frac1R=-1 .$$

In the ionic part both electrons are on the same atom. They repel with energy $J=\tfrac58$, and each is still attracted by the other nucleus:

$$E_{\text{ion}}=2\left(-\frac12\right)+\frac58-\frac2R+\frac1R=-1+\frac58-\frac1R .$$

The average is

$$E(R)=-1+\frac5{16}-\frac1{2R}.$$

The two separated atoms should have energy $-1$ hartree. The error per atom is half of the excess,

$$\frac{E(R)+1}{2}=\frac5{32}-\frac1{4R},$$

and it tends to the result of part (c). The reason is visible in the density matrix: for each spin, $g(\mathbf r)g(\mathbf r')$ contains $\tfrac12a(\mathbf r)a(\mathbf r')$ on one atom and $\tfrac12b(\mathbf r)b(\mathbf r')$ on the other. The ions in the ionic part attract each other with energy $-1/R$. The weight one half of that part and the division between two atoms turn this into $-1/(4R)$, so the limit is approached slowly.

Evaluating the determinant with Gaussian representations of the 1s orbitals gives these errors per atom:

| $R$ (bohr) | Error per atom (hartree) |
|---:|---:|
| 20 | 0.14375 |
| 50 | 0.15125 |
| 100 | 0.15375 |

At 20 bohr, for instance, the formula gives $0.15625-0.01250=0.14375$ hartree.

The remedy follows from the antibonding orbital $u=(a-b)/\sqrt2$. Its doubly occupied configuration is $u(1)u(2)=(\Psi_{\text{ion}}-\Psi_{\text{cov}})/\sqrt2$, so

$$\Psi_{\text{cov}}=\frac{g(1)g(2)-u(1)u(2)}{\sqrt2}.$$

Equal weights with opposite signs remove the ionic part. A calculation that mixes them variationally gives $-1.00000$ hartree and a bonding-pair weight of 0.500 at all three distances. The anticorrelation missing in part (c) is restored here by a second determinant.

### (e) Letting the orbital relax

Now keep $f_\uparrow=f_\downarrow=\tfrac12$ but allow the orbital to respond to the spurious repulsion. A simple trial form is $\phi_\zeta=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$. Scaling lengths by $1/\zeta$ multiplies the kinetic energy by $\zeta^2$ and each Coulomb energy by $\zeta$. At $\zeta=1$ the kinetic energy is $\tfrac12$, the nuclear attraction is $-1$, and the remaining interaction is $\tfrac5{32}$. Hence

$$E(\zeta)=\frac{\zeta^2}{2}-\zeta+\frac{5}{32}\zeta=\frac{\zeta^2}{2}-\frac{27}{32}\zeta .$$

Setting $dE/d\zeta=\zeta-\tfrac{27}{32}$ to zero gives $\zeta=\tfrac{27}{32}=0.84375$. The second derivative is $+1$, so this is a minimum, with

$$E_{\min}=-\frac12\left(\frac{27}{32}\right)^2=-0.35596\ \text{hartree}.$$

The orbital expands, since the electron is partly repelled by its own charge.

A self-consistent solution with a free radial shape, expanded in 20 Gaussian s functions, gives $-0.35771$ hartree. Going from 16 to 20 functions, by adding the four tightest ones, changes this energy by $-7.6\times10^{-7}$ hartree, well below the digits used here; this step tests the description near the nucleus. The remaining error relative to $-0.5$ hartree is

$$-0.35771+0.50000=0.14229\ \text{hartree}\approx3.87\ \text{eV}.$$

Relaxation lowers the energy by 0.38 eV, about 9% of the fixed-shape error. The value $5/32$ thus belongs to the fixed orbital, but most of the error does not depend on that restriction.

The argument of part (d) also holds for the relaxed orbital, whose determinant should approach twice the relaxed atomic energy minus $1/(2R)$. At 100 bohr this is $2(-0.35771)-0.00500=-0.72042$ hartree, in agreement with the directly calculated energy.

### (f) Approximate functionals and localised levels

PBE replaces exact exchange by a semilocal functional and adds semilocal correlation. PBE0 replaces one quarter of the PBE exchange by exact exchange and keeps PBE correlation. For the fixed, half-and-half density, PBE exchange is $-0.25400$ hartree and PBE correlation is $-0.01491$ hartree. The sums that should vanish are therefore

$$\Delta_{\text{PBE}}=0.31250-0.25400-0.01491=0.04359\ \text{hartree},$$

$$\Delta_{\text{PBE0}}=\Delta_{\text{PBE}}+\tfrac14\left[-0.15625-(-0.25400)\right]=0.06803\ \text{hartree}.$$

In eV, beside the fully polarised atom with the same orbital:

| Method | Polarised (eV) | Half-and-half (eV) |
|---|---:|---:|
| PBE | 0.016 | 1.186 |
| PBE0 | −0.029 | 1.851 |
| Hartree + exact exchange | 0.000 | 4.252 |

For the half-and-half atom, PBE exchange is more negative than the exact-exchange expression and offsets more of the Hartree energy. Replacing part of it by exact exchange therefore raises the error. For the polarised atom all three methods are close to zero. Exact exchange cures the self-repulsion of an electron with definite spin, but it does not cure the error of a fractional spin.

A related case in chip materials is a singly occupied dangling bond at a silicon surface or interface. If it is treated without spin polarisation, its level also receives half an electron of each spin. The hydrogen value of 4.25 eV should not be carried over, because a defect orbital is more extended. The size of this effect follows from $J=5\zeta/8$: an orbital twice as wide, with $\zeta=\tfrac12$, halves the fixed-shape error to 2.13 eV. It would be wrong to divide this further by the dielectric constant of the solid. At fixed orbital shape the polarised state and the half-and-half state have the same total charge density, so the Hartree energy and the electrostatic response of the surroundings are the same in both. The difference $J/4$ comes from the exchange term alone, which is unscreened in Hartree plus exact exchange. The surroundings change the error only by changing the shape of the orbital and how it relaxes. The figure of 2.13 eV illustrates the scaling with orbital size; it does not predict the error for a particular defect.

For an isolated level known to hold one unpaired electron, a spin-polarised calculation with integer occupations avoids the fractional-spin state considered here. If two such levels are only weakly coupled and form a singlet, as in stretched H$_2$, a single spin-restricted determinant brings the error back. The occupations and the spin state should then be examined before a change in energy is credited to a larger fraction of exact exchange.

## Computed results

```
J, symbolic: 5/8 = 0.62500 hartree
1s energy, 20 Gaussians: -0.500000 hartree
1s energy shift, 16 to 20: -1.1e-06 hartree
Hartree + exact exchange, fixed 1s, from the code:
  f_up=1.00 f_dn=0.00: 0.00000 hartree
  f_up=0.75 f_dn=0.25: 0.11719 hartree
  f_up=0.50 f_dn=0.50: 0.15625 hartree
  f_up=0.60 f_dn=0.20: 0.07500 hartree
half-half Hartree energy: 0.31250 hartree
half-half exchange energy: -0.15625 hartree
half-half spurious energy: 0.15625 hartree
half-half spurious energy: 4.252 eV
fixed-shape total energy: -0.34375 hartree
best exponent zeta: 0.84375 (27/32 = 0.84375)
energy at best zeta: -0.35596 hartree
fully relaxed energy: -0.35771 hartree
relaxed shift, 16 to 20: -7.6e-07 hartree
error left after relaxation: 0.14229 hartree
error left after relaxation: 3.872 eV
lowering by relaxation: 0.380 eV
stretched H2, fixed 1s orbitals:
  R = 20 bohr
    one determinant: -0.71250 hartree
    error per atom: 0.14375 hartree
    two configurations: -1.00000 hartree
    weight of bonding pair: 0.500
  R = 50 bohr
    one determinant: -0.69750 hartree
    error per atom: 0.15125 hartree
    two configurations: -1.00000 hartree
    weight of bonding pair: 0.500
  R = 100 bohr
    one determinant: -0.69250 hartree
    error per atom: 0.15375 hartree
    two configurations: -1.00000 hartree
    weight of bonding pair: 0.500
relaxed H2 determinant, R = 100 bohr: -0.72042 hartree
Hartree + exchange-correlation, fixed 1s (exact: 0):
  PBE polarised: 0.016 eV
  PBE half-half: 1.186 eV
  PBE0 polarised: -0.029 eV
  PBE0 half-half: 1.851 eV
PBE exchange, half-half: -0.25400 hartree
PBE correlation, half-half: -0.01491 hartree
```
